# Is the separation of X-ray emission and absorption onsets the band gap?

## Question

I have calculated X-ray spectra for a model insulator with two kinds of site. Emission into a core level shows me the occupied states, and absorption from the same core level shows me the empty ones. I therefore put both spectra on one photon-energy axis and read the band gap as the distance from the highest emission energy to the lowest absorption energy.

For a core level on one kind of site I get 4.18 eV, and for a core level on the other kind I get 5.33 eV. One crystal cannot have two fundamental gaps. I suspect the core hole, but emission starts from a state with a core hole too. Why does its effect not cancel?

## Answer

Part of it does cancel: the energy needed to make the hole. What remains is the attraction between the hole and the electron added in absorption. To see this, compare total energies instead of drawing both transitions in one band diagram.

### The two onsets

Keep the nuclei clamped in one geometry, and take a single localized core level for both spectra. Let \(E_n\) be the lowest energy of \(n\) valence electrons with the core level full, and \(E_n^{c}\) the lowest energy with one core electron missing. The neutral ground state has \(n=N\). Define

\[
I_v=E_{N-1}-E_N,\qquad A=E_N-E_{N+1},\qquad I_c=E_N^{c}-E_N .
\]

These are the valence ionization energy, the electron affinity and the core ionization energy. The fundamental gap is \(E_g=I_v-A\), the cost of removing an electron and adding one elsewhere, far from the hole left behind.

At the absorption onset the core electron enters the valence system, which then has \(N+1\) electrons and a core hole:

\[
E_{\rm abs}=E_{N+1}^{c}-E_N
=(E_N^{c}-E_N)-(E_N^{c}-E_{N+1}^{c})=I_c-A_c .
\]

Here \(A_c=E_N^{c}-E_{N+1}^{c}\) is the electron affinity of the system that already has the core hole. It is not the affinity \(A\) of the undisturbed crystal.

In ordinary emission the core electron has left altogether, and the valence electrons have relaxed around the hole before the decay. The initial energy is \(E_N^{c}\). A valence electron then fills the core level, leaving \(N-1\) valence electrons and no core hole:

\[
E_{\rm em}=E_N^{c}-E_{N-1}
=(E_N^{c}-E_N)-(E_{N-1}-E_N)=I_c-I_v .
\]

The initial core hole affects the emission energy through \(I_c\), which also occurs in absorption. Subtraction removes it:

\[
E_{\rm abs}-E_{\rm em}=I_v-A_c
=(I_v-A)-(A_c-A)=E_g-E_b,
\qquad E_b=A_c-A .
\]

The quantity \(E_b\) is the binding energy of the added electron to the core hole. On the photon scale the conduction edge lies at \(I_c-A\), and absorption begins \(E_b\) below it.

This result allows for interacting electrons. It does require that the lowest final states can be reached by the dipole transition, or form the edge of a continuum that can be reached. If the lowest core exciton is dark, the visible absorption onset lies higher.

### Where the binding energy comes from

Suppose the hole acts on the valence electrons through \(-U n_0\), where \(n_0\) is the electron number on the core site and \(U>0\). Switch this term on gradually as \(-\lambda n_0\), with \(\lambda\) running from 0 to \(U\). Let \(E_n(\lambda)\) be the lowest energy of \(n\) valence electrons. The Hellmann–Feynman theorem gives

\[
\frac{dE_n}{d\lambda}=-\langle n_0\rangle_{n,\lambda}.
\]

The cost of emptying the core level is the same constant for \(N\) and \(N+1\) valence electrons, so it drops out of \(A_c\). Hence

\[
E_b=\int_0^U\frac{d}{d\lambda}\bigl[E_N(\lambda)-E_{N+1}(\lambda)\bigr]d\lambda
=\int_0^U\bigl[\langle n_0\rangle_{N+1,\lambda}
-\langle n_0\rangle_{N,\lambda}\bigr]d\lambda .
\]

Binding measures the extra charge that the added electron brings to the hole. For independent electrons, the bracket is the density of the next orbital at the core site, so \(E_b\) cannot be negative. If that orbital stays spread over an infinite crystal, its density at one site vanishes and \(E_b=0\). The onset separation is then the gap.

### A chain with two kinds of site

Take spinless, independent electrons on a chain. Each cell has an upper site of energy \(+\Delta\) and a lower site of energy \(-\Delta\). The hopping amplitudes are \(-t_1\) within a cell and \(-t_2\) between cells. For Bloch amplitudes \(a\) and \(b\) on the upper and lower sites,

\[
(\varepsilon-\Delta)a=-(t_1+t_2e^{-ik})b,\qquad
(\varepsilon+\Delta)b=-(t_1+t_2e^{ik})a .
\]

Multiplying the two equations and cancelling \(ab\) gives

\[
\varepsilon^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos k .
\]

For positive \(t_1,t_2\), the gap edges are at \(k=\pi\) and the outer edges at \(k=0\):

\[
g^2=\Delta^2+(t_1-t_2)^2,\qquad W^2=\Delta^2+(t_1+t_2)^2 .
\]

The lower band is full, so \(E_g=2g\).

Now put the core hole on a site of energy \(s=\pm\Delta\). A bound orbital \(\psi\) obeys \((\varepsilon-h)\psi=-U\psi_0|0\rangle\), where \(h\) is the one-electron Hamiltonian without the hole and \(|0\rangle\) is the core-site orbital. Applying \(G=(\varepsilon-h)^{-1}\) and taking the component on the core site gives \(1=-UG_{00}(\varepsilon)\). The diagonal element of the inverse \(2\times2\) Bloch matrix yields

\[
G_{00}=(\varepsilon+s)\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,
\frac{1}{\varepsilon^2-\Delta^2-t_1^2-t_2^2-2t_1t_2\cos k}.
\]

Set \(P=\Delta^2+t_1^2+t_2^2-\varepsilon^2\) and \(Q=2t_1t_2\). Inside the gap \(P>Q\), and the integral is

\[
-\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{1}{P+Q\cos k}
=-\frac{1}{\sqrt{P^2-Q^2}} .
\]

Since \(P-Q=g^2-\varepsilon^2\) and \(P+Q=W^2-\varepsilon^2\), the bound level satisfies

\[
U(\varepsilon+s)=\sqrt{(g^2-\varepsilon^2)(W^2-\varepsilon^2)},
\qquad E_b=g-\varepsilon .
\]

For \(g>\Delta\), that is, for \(t_1\ne t_2\), the left side is below the right at \(\varepsilon=-s\) and above it at \(\varepsilon=g\), so there is a solution in the gap. There is just one, because \(G_{00}\) decreases steadily with energy there.

### Your two numbers

I use \(\Delta=0.06\), \(t_1=0.14\), \(t_2=0.06\) and \(U=0.15\) hartree. These are model parameters, not those of a named material. Then

\[
g=\sqrt{0.06^2+0.08^2}=0.100\ \text{hartree},\qquad
E_g=0.200\ \text{hartree}=5.44\ \text{eV}.
\]

For a hole on the upper site, the numerical root is \(\varepsilon=0.0536\) hartree. Both sides of the level equation are then 0.0170 hartree squared. For the lower site, the root is \(\varepsilon=0.0957\) hartree. The binding energies are

\[
E_b^{\rm upper}=0.1000-0.0536=0.0464\ \text{hartree},\qquad
E_b^{\rm lower}=0.1000-0.0957=0.0043\ \text{hartree}.
\]

The spectra themselves can be calculated on a ring of 80 cells with 80 valence electrons. Diagonalize the one-electron Hamiltonian with and without the hole. Each transition amplitude is then a determinant of overlaps between the two sets of orbitals, with the core-site orbital added to the set that has one electron fewer. I take the dipole matrix element between the core level and this orbital as constant. Emptying the core level costs 4 hartree apart from the effect of the term \(-Un_0\), and valence energies are measured from midgap.

For the upper site this gives

\[
E_{\rm abs}-E_{\rm em}=3.9912-3.8376=0.1536\ \text{hartree}=4.18\ \text{eV},
\]

and for the lower site

\[
E_{\rm abs}-E_{\rm em}=3.9784-3.7827=0.1957\ \text{hartree}=5.33\ \text{eV}.
\]

These are your two values. With one more digit, adding the binding energies gives \(4.179+1.263=5.442\) eV for the upper site and \(5.326+0.116=5.442\) eV for the lower, which is the gap in both cases.

The core ionization energies are 3.9376 hartree for the upper site and 3.8827 hartree for the lower. Each emission onset lies 0.1000 hartree below its own \(I_c\), as \(I_v=g\) requires. The conduction edge lies 0.1000 hartree above \(I_c\), but absorption starts before it.

The exciton lines are not faint. With the constant dipole factor left out, the total absorption strength is \(1-\langle n_0\rangle\), the empty part of the core-site orbital in the ground state. The exciton carries 85% of it for the upper site and 32% for the lower.

### Why the core site matters

At the conduction edge, \(\varepsilon=g\), the Bloch equations give

\[
\frac{|a|^2}{|b|^2}=\frac{g+\Delta}{g-\Delta}
=\frac{0.16}{0.04}=4 .
\]

The edge state therefore has four times as much density on an upper site as on a lower one, and an upper-site hole attracts it more effectively. For weak attraction, put \(\varepsilon=g-E_b\) into the squared level equation and keep the leading terms. With \(W^2-g^2=4t_1t_2\),

\[
U^2(g+s)^2\simeq(2gE_b)(4t_1t_2),\qquad
E_b\simeq\frac{U^2(g+s)^2}{8g\,t_1t_2}.
\]

The ratio of the two binding energies thus tends to \(4^2=16\) as \(U\to0\). At \(U=0.15\) hartree it is about 11, so this example is already outside the leading-order regime. Binding by an arbitrarily weak on-site attraction, with \(E_b\propto U^2\), is a property of one dimension. In a simple cubic band with hopping \(t\), an on-site attraction binds only above \(U\approx3.96\,t\).

The separations from the ring, all in hartree, are:

| \(U\) | Upper site | Lower site |
|---|---:|---:|
| 0.00 | 0.2000 | 0.2000 |
| 0.10 | 0.1732 | 0.1979 |
| 0.15 | 0.1536 | 0.1957 |
| 0.20 | 0.1360 | 0.1934 |

Without attraction, both agree with the gap. For very strong attraction, the level equation requires \(\varepsilon\to-s\), because its right side stays finite. The separation \(g+\varepsilon\) then tends to \(g-s\), which is 0.04 hartree for the upper site and 0.16 hartree for the lower.

### A core hole that does not bind

Set \(t_1=t_2=\Delta=0.10\) hartree and put the hole on a lower site. Now \(g=\Delta\) and \(s=-g\). Inside the gap, the left side of the level equation is negative and the right side positive, so no level enters the gap. The hole does pull a level out below the valence band, but that level is already filled when the extra electron arrives. At \(k=\pi\) the two hoppings cancel, and the conduction-edge state has no density on the lower sites. This explains why a weak hole does not bind the electron. It would not by itself rule out binding by a strong hole, but in this chain the signs in the level equation do so for every \(U>0\).

That edge state is also dark for this core level, but there are states just above it that can be reached. Their strength vanishes towards the edge, so the absorption starts softly. On a ring of \(L\) cells, the nearest allowed wave numbers differ from \(\pi\) by \(q=2\pi/L\). Expanding the band energy gives

\[
\varepsilon-g\simeq\frac{t_1^2q^2}{2\Delta}\propto\frac{1}{L^2}.
\]

For \(U=0.15\) hartree, the calculated separation exceeds the gap by 0.00118 hartree for 40 cells and by 0.00030 hartree for 80. The excess falls by nearly the expected factor of four. In this model a core hole in the final state is therefore not enough by itself to spoil the gap reading. The case depends on the attraction being confined to one site. If a tail \(-c/r\) is added on the other sites, with \(r\) counted in site spacings, the same chain binds the electron, by 0.0011 hartree for \(c=0.005\) hartree. In a real insulator the hole has such a screened Coulomb tail, so \(E_b\) can be small but does not vanish. With clamped nuclei, the onset separation is still the gap if the hole does not bind the electron and the transitions can reach states at, or arbitrarily close to, both band edges.

### Interacting valence electrons

The general relation did not assume independent electrons. As an example, return to the first set of hoppings and site energies, and add

\[
V\sum_i\left(n_i-\tfrac12\right)\left(n_{i+1}-\tfrac12\right),
\qquad V=0.05\ \text{hartree}.
\]

I take a ring of five cells with five electrons and reverse the sign of the hopping that closes it, so that \(k=\pi\) is allowed. Full diagonalization gives \(E_g=0.2508\) hartree for this small ring. For an upper-site hole with \(U=0.15\) hartree, numerical integration of the charge formula gives \(E_b=0.0522\) hartree (a ring of seven cells gives 0.0511, so this value is not converged in size). The onset separation in the many-electron spectra is

\[
0.2508-0.0522=0.1986\ \text{hartree}.
\]

Changing \(U\) from 0.05 to 0.15 hartree leaves \(E_{\rm em}-I_c\) at \(-0.1254\) hartree. Over the same change, \(E_{\rm abs}-I_c\) falls from 0.1129 to 0.0732 hartree. Relative to core ionization, it is the absorption onset that feels the strength of the hole.

### When the emission is excited at threshold

If the incoming photon is tuned to the absorption onset, the excited electron may still be present when the core hole decays. If that electron fills the hole itself, the system can return to its ground state and emit a photon of energy \(E_{\rm abs}\). If a valence electron fills the hole instead, the first electron remains as a spectator. With \(E_N^*\) for the energy of the resulting neutral excited state,

\[
E_{\rm abs}-E_{\rm em}^{\rm spectator}
=(E_{N+1}^{c}-E_N)-(E_{N+1}^{c}-E_N^*)
=E_N^*-E_N .
\]

This is a neutral excitation energy, not the energy to create a separated electron and hole. In the interacting ring, the first such line gives 0.2256 hartree, compared with a gap of 0.2508 hartree. Part of this difference is due to the small ring: for seven cells the values are 0.2293 and 0.2506 hartree. The formula for ordinary emission must not be used for this line.

### What to do with measured spectra

Use \(E_g=E_{\rm abs}-E_{\rm em}+E_b\), with a separate determination of \(E_b\). Knowing \(I_c\) is not sufficient: \(I_c-E_{\rm em}\) gives \(I_v\), but \(I_c-E_{\rm abs}\) gives \(A_c\), not \(A\). An electron-addition measurement without a core hole can supply \(A\).

Motion of the nuclei can hide the binding. Suppose the lattice relaxes around the core hole before emission, lowering the initial energy by \(R\), while the final state in this distorted geometry lies higher by \(S\). The vertical emission energy, which is the centre of the vibrational band, falls by \(R+S\), and its separation from the vertical absorption energy becomes \(E_g-E_b+R+S\). Agreement with the gap could then be accidental. The zero-phonon lines behave differently: the highest emission line falls by \(R\) only, and the lowest absorption line falls by the relaxation energy of the core-excited state. These lines are weak when the relaxation is large compared with a vibrational quantum. Lifetime broadening also blurs both onsets, and spin–orbit partners of the core level must not be mixed when they are compared.
